# Valley splitting in biaxially strained (001) silicon and its inversion layers: a program that tests the result

```python
# Result under test: for strain diag(e_par, e_par, e_perp) in silicon,
#   E2 - E4 = Xi_u * (e_perp - e_par)   to first order in strain,
# E2: energy of the two conduction valleys along z; E4: of the four along x, y.
# Xi_u is the anisotropic part of the valley deformation-potential tensor
#   Xi_ij = Xi_d delta_ij + Xi_u n_i n_j   (n = valley axis).
# Independent road: valley minima of a plane-wave pseudopotential Hamiltonian,
# found anew in each strained crystal. Wave vectors kappa are in units 2 pi/a
# of the unstrained lattice; the true wave vector is (1+strain)^-1 kappa.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar, brentq
from scipy.special import airy, ai_zeros

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10      # angstrom
LATTICE = 5.43                                             # angstrom
UNIT = 2 * np.pi / (LATTICE / BOHR)                        # 2 pi/a, atomic units
A1, A2, A3, A4 = 0.2685, 2.19, 2.06, 0.487                 # model form factor


def form_factor(s):
    """Local pseudopotential (hartree) as a function of s = q^2."""
    return A1 * (s - A2) / (A3 * np.exp(A4 * s) - 1)


def form_slope(s):
    """Derivative of the form factor with respect to q^2."""
    d = A3 * np.exp(A4 * s) - 1
    return A1 / d - A1 * (s - A2) * A3 * A4 * np.exp(A4 * s) / d**2


def plane_waves(shell):
    r = range(-8, 9)
    return np.array([(h, k, l) for h in r for k in r for l in r
                     if h % 2 == k % 2 == l % 2
                     and h * h + k * k + l * l <= shell], float)


BASIS = plane_waves(24)


def crystal(strain, G=BASIS):
    """Potential matrix of the strained crystal; average potential set to 0."""
    F = np.eye(3) + strain
    inv = np.linalg.inv(F)
    diff = G[:, None] - G[None]
    s = ((diff @ inv)**2).sum(-1) * UNIT**2
    V = form_factor(s) * np.cos(np.pi / 4 * diff.sum(-1)) / np.linalg.det(F)
    np.fill_diagonal(V, 0.0)
    return inv, V, G


def hamiltonian(cr, kappa):
    inv, V, G = cr
    kinetic = 0.5 * UNIT**2 * (((G + kappa) @ inv)**2).sum(1)
    return V + np.diag(kinetic)


def energy(cr, kappa, band=4):
    return HARTREE * np.linalg.eigvalsh(hamiltonian(cr, kappa))[band]


def valley(cr, axis):
    """Energy (eV) and position of the conduction minimum on one cubic axis."""
    n = np.eye(3)[axis]
    res = minimize_scalar(lambda x: energy(cr, x * n), bounds=(0.6, 0.98),
                          method="bounded", options={"xatol": 1e-6})
    return res.fun, res.x


def deformation_tensor(cr, kappa):
    """Kinetic and potential parts of <dH/dstrain_ij> in the unstrained state."""
    G = cr[2]
    c = np.linalg.eigh(hamiltonian(cr, kappa))[1][:, 4]
    p = (G + kappa) * UNIT
    kinetic = -np.einsum("g,gi,gj->ij", c**2, p, p)
    diff = G[:, None] - G[None]
    q = diff * UNIT
    s = (q**2).sum(-1)
    w = np.outer(c, c) * np.cos(np.pi / 4 * diff.sum(-1))
    np.fill_diagonal(w, 0.0)
    potential = -(np.eye(3) * (w * form_factor(s)).sum()
                  + 2 * np.einsum("gh,ghi,ghj->ij", w * form_slope(s), q, q))
    return HARTREE * kinetic, HARTREE * potential


def biaxial(e_par, e_perp):
    return np.diag([e_par, e_par, e_perp])


def splitting(e_par, e_perp):
    cr = crystal(biaxial(e_par, e_perp))
    ex, ey, ez = (valley(cr, i)[0] for i in range(3))
    assert abs(ex - ey) < 1e-7          # the four in-plane valleys stay equal
    return ez - ex


# Unstrained crystal and the deformation tensor of the z and x valleys
free = crystal(np.zeros((3, 3)))
E0, k0 = valley(free, 2)
assert 0.65 < k0 < 0.97                 # a true interior minimum
gap = E0 - energy(free, np.zeros(3), band=3)
kin, pot = deformation_tensor(free, np.array([0, 0, k0]))
Xi = kin + pot
Xi_u = Xi[2, 2] - Xi[0, 0]
assert abs(Xi[0, 0] - Xi[1, 1]) < 1e-6
assert np.abs(Xi - np.diag(np.diag(Xi))).max() < 1e-6
Xi_x = sum(deformation_tensor(free, np.array([valley(free, 0)[1], 0, 0])))
assert np.allclose(Xi_x, np.diag([Xi[2, 2], Xi[0, 0], Xi[0, 0]]), atol=1e-3)
assert Xi_u > 0

# Expectation values against energies of re-optimized minima
step = 1e-4
slopes = []
for i in range(3):
    t = np.zeros((3, 3))
    t[i, i] = step
    slopes.append((valley(crystal(t), 2)[0] - valley(crystal(-t), 2)[0])
                  / (2 * step))
assert np.allclose(slopes, np.diag(Xi), atol=2e-3)

# Proportionality for strains of different trace, and the exact cubic zero
pairs = [(2e-4, -2e-4), (4e-4, 0.0), (0.0, -4e-4), (-3e-4, 1e-4), (1e-4, 3e-4)]
worst = 0.0
for par, perp in pairs:
    ratio = splitting(par, perp) / (Xi_u * (perp - par))
    worst = max(worst, abs(ratio - 1))
assert worst < 0.01
hydro = splitting(0.01, 0.01)
assert abs(hydro) < 1e-7

# Free surface: minimize the full elastic energy over the normal strain
C11, C12, C44 = 166.0, 64.0, 80.0       # GPa, rough typical values
I3 = np.eye(3)
cubic = np.einsum("ip,jp,kp,lp->ijkl", I3, I3, I3, I3)
stiff = (C12 * np.einsum("ij,kl->ijkl", I3, I3)
         + C44 * (np.einsum("ik,jl->ijkl", I3, I3)
                  + np.einsum("il,jk->ijkl", I3, I3))
         + (C11 - C12 - 2 * C44) * cubic)


def elastic_energy(x):
    e = biaxial(1.0, x)
    return 0.5 * np.einsum("ij,ijkl,kl->", e, stiff, e)


poisson = -2 * C12 / C11
assert abs(minimize_scalar(elastic_energy).x - poisson) < 1e-5

# Worked example: strained layer, linear law with a round Xi_u
XI_ROUND = 9.0                          # eV, rough typical value
e_par = 0.008
e_perp = poisson * e_par
split = XI_ROUND * (e_perp - e_par)

# Neglected in the linear law: higher orders, valley motion, mass change
model_linear = Xi_u * (e_perp - e_par)
model_full = splitting(e_par, e_perp)
model_compressed = splitting(-e_par, -e_perp)


def relaxation(scale):
    """Energy gained when the z valley moves from its old kappa."""
    cr = crystal(scale * biaxial(e_par, e_perp))
    return energy(cr, np.array([0, 0, k0])) - valley(cr, 2)[0]


gain = relaxation(1.0)
assert gain > -1e-9
assert relaxation(0.1) < 0.02 * gain + 1e-9     # second order, not first


def transverse_mass(cr, stretch):
    e, k = valley(cr, 2)
    d = 0.02
    rise = (energy(cr, np.array([d, 0, k])) - e) / HARTREE
    return (d * UNIT / (1 + stretch))**2 / (2 * rise)


mt_free = transverse_mass(free, 0.0)
mt_strained = transverse_mass(crystal(biaxial(e_par, e_perp)), e_par)
big = crystal(np.zeros((3, 3)), plane_waves(40))
Xi_big = sum(deformation_tensor(big, np.array([0, 0, valley(big, 2)[1]])))
Xi_u_big = Xi_big[2, 2] - Xi_big[0, 0]

# Inversion layer: triangular well against an oxide barrier; eV and nm
HB = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18    # hbar^2/(2 m0), eV nm^2
ML, MT, MOX = 0.92, 0.19, 0.5
BARRIER = 3.1                           # eV
FIELD_MV = 0.5                          # MV/cm, effective field
FIELD = FIELD_MV * 0.1                  # eV/nm
TEMP = 300.0
KT = sc.k * TEMP / sc.e
SHEET = 5e12                            # electrons per cm^2
ZA, ZAP = ai_zeros(5)[:2]


def subband(mz, n):
    """Level n of the well with a finite barrier and different oxide mass."""
    L = (HB / (mz * FIELD))**(1 / 3)

    def mismatch(E):
        ai, aip = airy(-E / (FIELD * L))[:2]
        decay = np.sqrt(MOX * (BARRIER - E) / HB)
        return MOX * aip / L - mz * decay * ai
    return brentq(mismatch, -FIELD * L * ZAP[n], -FIELD * L * ZA[n], xtol=1e-13)


def hard_wall(mz):
    return -ZA[0] * FIELD * (HB / (mz * FIELD))**(1 / 3)


def grid_level(mz):
    """Same ground level from a finite-volume grid."""
    dz = 0.01
    z = (np.arange(-200, 2000) + 0.5) * dz
    m = np.where(z < 0, MOX, mz)
    bond = HB / dz**2 / (0.5 * (m[1:] + m[:-1]))
    left = np.r_[HB / dz**2 / m[0], bond]
    right = np.r_[bond, HB / dz**2 / m[-1]]
    V = np.where(z < 0, BARRIER, FIELD * z)
    return eigh_tridiagonal(left + right + V, -bond, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


for mass in (ML, MT):
    assert abs(grid_level(mass) - subband(mass, 0)) < 3e-4

ladder2 = np.array([subband(ML, n) for n in range(5)])
ladder4 = np.array([subband(MT, n) for n in range(5)])
confine = ladder2[0] - ladder4[0]
confine_hard = hard_wall(ML) - hard_wall(MT)


def share_twofold(strain_split, fermi=True):
    """Share of electrons in the twofold ladder, and chemical potential."""
    dos = 1 / (2 * np.pi * HB)          # m0/(pi hbar^2), per eV nm^2

    def fill(levels, weight, mu):
        x = (mu - levels) / KT
        f = np.logaddexp(0, x) if fermi else np.exp(x)
        return weight * dos * KT * f.sum()

    def both(mu):
        return (fill(ladder2, 2 * MT, mu),
                fill(ladder4 - strain_split, 4 * np.sqrt(ML * MT), mu))
    mu = brentq(lambda m: sum(both(m)) - SHEET * 1e-14, -1.0, 1.5)
    n2, n4 = both(mu)
    return n2 / (n2 + n4), mu


share0 = share_twofold(0.0)[0]
share1, mu1 = share_twofold(split)
share1_boltz = share_twofold(split, fermi=False)[0]
assert share1 > share0

EPS_SI, EPS_OX = 11.7, 3.9
sheet_field = sc.e * SHEET * 1e4 / sc.epsilon_0 * 1e-8      # MV/cm in vacuum
depletion = (EPS_SI * FIELD_MV / sheet_field - 0.5) * SHEET
assert depletion > 0
oxide_field = (EPS_SI * FIELD_MV + 0.5 * sheet_field) / EPS_OX

print("PSEUDOPOTENTIAL MODEL")
print(f"lattice constant           {LATTICE:.2f} angstrom")
print(f"plane waves                {len(BASIS)}")
print(f"indirect gap               {gap:.3f} eV")
print(f"valley position            {k0:.4f} (2 pi/a)")
print(f"Xi_zz, z valley            {Xi[2, 2]:.3f} eV")
print(f"Xi_xx, z valley            {Xi[0, 0]:.3f} eV")
print(f"Xi_u kinetic part          {kin[2, 2] - kin[0, 0]:.3f} eV")
print(f"Xi_u potential part        {pot[2, 2] - pot[0, 0]:.3f} eV")
print(f"Xi_u total                 {Xi_u:.3f} eV")
print(f"Xi_u, {len(big[2])} plane waves     {Xi_u_big:.3f} eV")
print(f"slope of minimum, e_zz     {slopes[2]:.3f} eV")
print(f"slope of minimum, e_xx     {slopes[0]:.3f} eV")
print(f"worst error of linear law  {100 * worst:.3f} % (strains to 4e-4)")
print(f"splitting, 1% hydrostatic  {abs(hydro):.1e} eV")
print("STRAINED LAYER")
print(f"C11, C12                   {C11:.0f}, {C12:.0f} GPa")
print(f"e_perp/e_par               {poisson:.4f}")
print(f"e_par                      {100 * e_par:.3f} %")
print(f"e_perp                     {100 * e_perp:.3f} %")
print(f"e_perp - e_par             {100 * (e_perp - e_par):.3f} %")
print(f"round Xi_u                 {XI_ROUND:.1f} eV")
print(f"E2 - E4, linear law        {split:.4f} eV")
print("NEGLECTED STRAIN EFFECTS, PSEUDOPOTENTIAL MODEL")
print(f"E2 - E4 linear             {model_linear:.4f} eV")
print(f"E2 - E4 full               {model_full:.4f} eV")
print(f"E2 - E4 full, signs turned {model_compressed:.4f} eV")
print(f"gain from valley motion    {gain:.2e} eV")
print(f"transverse mass, free      {mt_free:.4f} m0")
print(f"transverse mass, strained  {mt_strained:.4f} m0")
print("INVERSION LAYER")
print(f"masses ml, mt, oxide       {ML}, {MT}, {MOX} m0")
print(f"effective field            {FIELD_MV:.1f} MV/cm")
print(f"oxide barrier              {BARRIER:.1f} eV")
print(f"lowest twofold level       {ladder2[0]:.4f} eV")
print(f"lowest fourfold level      {ladder4[0]:.4f} eV (no strain)")
print(f"confinement E2 - E4        {confine:.4f} eV")
print(f"same with hard wall        {confine_hard:.4f} eV")
print(f"strain + confinement       {split + confine:.4f} eV")
print(f"temperature, kT            {TEMP:.0f} K, {KT:.5f} eV")
print(f"sheet density              {SHEET:.1e} cm^-2")
print(f"depletion density          {depletion:.2e} cm^-2")
print(f"mu - lowest level          {mu1 - ladder2[0]:.4f} eV (strained)")
print(f"twofold share, no strain   {100 * share0:.1f} %")
print(f"twofold share, strained    {100 * share1:.1f} %")
print(f"same, Boltzmann            {100 * share1_boltz:.1f} %")
print(f"oxide field                {oxide_field:.2f} MV/cm")
print("PASS")
```

Printed output:

```
PSEUDOPOTENTIAL MODEL
lattice constant           5.43 angstrom
plane waves                137
indirect gap               1.170 eV
valley position            0.8319 (2 pi/a)
Xi_zz, z valley            -1.869 eV
Xi_xx, z valley            -9.834 eV
Xi_u kinetic part          6.060 eV
Xi_u potential part        1.905 eV
Xi_u total                 7.965 eV
Xi_u, 283 plane waves     7.839 eV
slope of minimum, e_zz     -1.869 eV
slope of minimum, e_xx     -9.834 eV
worst error of linear law  0.048 % (strains to 4e-4)
splitting, 1% hydrostatic  1.7e-13 eV
STRAINED LAYER
C11, C12                   166, 64 GPa
e_perp/e_par               -0.7711
e_par                      0.800 %
e_perp                     -0.617 %
e_perp - e_par             -1.417 %
round Xi_u                 9.0 eV
E2 - E4, linear law        -0.1275 eV
NEGLECTED STRAIN EFFECTS, PSEUDOPOTENTIAL MODEL
E2 - E4 linear             -0.1128 eV
E2 - E4 full               -0.1127 eV
E2 - E4 full, signs turned 0.1130 eV
gain from valley motion    8.08e-05 eV
transverse mass, free      0.1997 m0
transverse mass, strained  0.2032 m0
INVERSION LAYER
masses ml, mt, oxide       0.92, 0.19, 0.5 m0
effective field            0.5 MV/cm
oxide barrier              3.1 eV
lowest twofold level       0.1055 eV
lowest fourfold level      0.1655 eV (no strain)
confinement E2 - E4        -0.0600 eV
same with hard wall        -0.0759 eV
strain + confinement       -0.1876 eV
temperature, kT            300 K, 0.02585 eV
sheet density              5.0e+12 cm^-2
depletion density          7.33e+11 cm^-2
mu - lowest level          0.0188 eV (strained)
twofold share, no strain   63.7 %
twofold share, strained    99.5 %
same, Boltzmann            99.7 %
oxide field                2.66 MV/cm
PASS
```
